# Equivalent Oxide Thickness of a Zirconia–Alumina Capacitor Stack: test program

```python
"""Equivalent oxide thickness (EOT) of a planar two-layer capacitor.

Result under test: EOT = eps_ox * sum(t_i / eps_i), where t_i and eps_i are
the thickness and relative permittivity of layer i, and eps_ox is the relative
permittivity of silicon dioxide. EOT is defined as the thickness of an oxide
film with the same capacitance per area as the stack.
The independent road minimizes the electrostatic energy on a mesh.
Lengths are in nm, potentials in V, and fields in V/nm inside the program.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.linalg import solve_banded
from scipy.optimize import brentq

EPS_OX = 3.9
T_ZR, EPS_ZR = 6.0, 40.0
T_AL, EPS_AL = 0.5, 9.0
BIAS = 0.5
PER_NM = 1.0e9             # number of nm in one metre
TO_UF_CM2 = 100.0          # F/m^2 to microfarad/cm^2
TO_MV_CM = 10.0            # V/nm to MV/cm


def make_mesh(layers, cells=40):
    """Uneven cells in each layer, with nodes on the interfaces."""
    weights = 1.0 + 0.5 * np.sin(np.arange(cells))
    weights /= weights.sum()
    widths = np.concatenate([t * weights for t, _ in layers])
    permittivity = np.concatenate([np.full(cells, e) for _, e in layers])
    return widths, permittivity


def field_energy(widths, permittivity, field):
    """Electrostatic energy per area in J/m^2."""
    return 0.5 * epsilon_0 * PER_NM * np.sum(permittivity * field**2 * widths)


def solve_field(layers, bias=BIAS):
    """Field magnitude that minimizes the energy at fixed plate potentials."""
    widths, permittivity = make_mesh(layers)
    stiffness = permittivity / widths
    size = len(widths) - 1
    bands = np.zeros((3, size))
    bands[0, 1:] = -stiffness[1:-1]
    bands[1] = stiffness[:-1] + stiffness[1:]
    bands[2, :-1] = -stiffness[1:-1]
    source = np.zeros(size)
    source[-1] = stiffness[-1] * bias
    interior = solve_banded((1, 1), bands, source)
    potential = np.concatenate([[0.0], interior, [bias]])
    return widths, permittivity, np.diff(potential) / widths


def numerical_capacitance(layers):
    """Capacitance per area in F/m^2 from the stored energy."""
    return 2.0 * field_energy(*solve_field(layers)) / BIAS**2


def numerical_eot(layers):
    """Oxide thickness whose numerical capacitance matches the stack."""
    target = numerical_capacitance(layers)
    return brentq(lambda t: numerical_capacitance([(t, EPS_OX)]) / target - 1.0,
                  0.05, 10.0, xtol=1e-12)


# Values from the derived formulas
stack = [(T_ZR, EPS_ZR), (T_AL, EPS_AL)]
total_thickness = T_ZR + T_AL
eot_zr = EPS_OX * T_ZR / EPS_ZR
eot_al = EPS_OX * T_AL / EPS_AL
eot = eot_zr + eot_al
capacitance = epsilon_0 * EPS_OX * PER_NM / eot
share_al = eot_al / eot
eps_effective = EPS_OX * total_thickness / eot
field_zr = BIAS * EPS_OX / (eot * EPS_ZR)
field_al = BIAS * EPS_OX / (eot * EPS_AL)
eps_mean = (T_ZR * EPS_ZR + T_AL * EPS_AL) / total_thickness
eot_mistaken = EPS_OX * total_thickness / eps_mean
step = 0.1
cost_zr = EPS_OX * step / EPS_ZR
cost_al = EPS_OX * step / EPS_AL

# EOT from its definition, and capacitance from energy
eot_solved = numerical_eot(stack)
cap_solved = numerical_capacitance(stack)
assert abs(eot_solved - eot) < 1e-8
assert abs(cap_solved / capacitance - 1.0) < 1e-9
assert round(eot_solved, 2) == 0.80

# Constant displacement, plate charge, fields and voltage shares
widths, permittivity, field = solve_field(stack)
displacement = epsilon_0 * PER_NM * permittivity * field
assert np.ptp(displacement) / displacement.mean() < 1e-8
assert abs(displacement[0] / (cap_solved * BIAS) - 1.0) < 1e-8
in_al = permittivity == EPS_AL
assert np.allclose(field[in_al], field_al, rtol=1e-8)
assert np.allclose(field[~in_al], field_zr, rtol=1e-8)
drop_al = np.sum(field[in_al] * widths[in_al])
assert abs(drop_al / BIAS - share_al) < 1e-8

# Layer order does not matter: alumina first, or in the middle
middle = [(T_ZR / 2, EPS_ZR), (T_AL, EPS_AL), (T_ZR / 2, EPS_ZR)]
eot_middle = numerical_eot(middle)
assert abs(numerical_eot(stack[::-1]) - eot) < 1e-8
assert abs(eot_middle - eot) < 1e-8

# Cost of extra thickness, zirconia alone, and effective permittivity
thicker_zr = numerical_eot([(T_ZR + step, EPS_ZR), (T_AL, EPS_AL)])
thicker_al = numerical_eot([(T_ZR, EPS_ZR), (T_AL + step, EPS_AL)])
assert abs(thicker_zr - eot_solved - cost_zr) < 1e-8
assert abs(thicker_al - eot_solved - cost_al) < 1e-8
assert abs(numerical_eot([(T_ZR, EPS_ZR)]) - eot_zr) < 1e-8
uniform_film = numerical_capacitance([(total_thickness, eps_effective)])
assert abs(uniform_film / cap_solved - 1.0) < 1e-9

# A uniform-field trial gives the mistaken average and too much energy
trial_field = np.full(len(widths), BIAS / total_thickness)
trial_energy = field_energy(widths, permittivity, trial_field)
trial_cap = 2.0 * trial_energy / BIAS**2
trial_eot = epsilon_0 * EPS_OX * PER_NM / trial_cap
assert abs(trial_eot - eot_mistaken) < 1e-9
assert trial_energy > 1.01 * field_energy(widths, permittivity, field)
assert trial_eot < eot_solved

print(f"Zirconia thickness: {T_ZR:.1f} nm")
print(f"Zirconia relative permittivity: {EPS_ZR:.1f} (no unit)")
print(f"Alumina thickness: {T_AL:.1f} nm")
print(f"Alumina relative permittivity: {EPS_AL:.1f} (no unit)")
print(f"Oxide relative permittivity: {EPS_OX:.1f} (no unit)")
print(f"Zirconia t/eps: {T_ZR / EPS_ZR:.5f} nm")
print(f"Alumina t/eps: {T_AL / EPS_AL:.5f} nm")
print(f"Sum of t/eps: {T_ZR / EPS_ZR + T_AL / EPS_AL:.5f} nm")
print(f"EOT part of zirconia (EOT without alumina): {eot_zr:.4f} nm")
print(f"EOT part of alumina: {eot_al:.4f} nm")
print(f"EOT of stack, formula: {eot:.4f} nm")
print(f"EOT of stack, energy minimization: {eot_solved:.4f} nm")
print(f"EOT with alumina in the middle, solved: {eot_middle:.4f} nm")
print(f"Capacitance per area: {capacitance * TO_UF_CM2:.3f} uF/cm^2")
print(f"Total physical thickness: {total_thickness:.1f} nm")
print(f"Alumina share of thickness: {100 * T_AL / total_thickness:.1f} %")
print(f"Alumina share of EOT and voltage: {100 * share_al:.1f} %")
print(f"Effective relative permittivity: {eps_effective:.2f} (no unit)")
print(f"Bias: {BIAS:.1f} V")
print(f"Voltage across alumina: {drop_al:.4f} V")
print(f"Voltage across zirconia: {BIAS - drop_al:.4f} V")
print(f"Field in zirconia: {field_zr * TO_MV_CM:.3f} MV/cm")
print(f"Field in alumina: {field_al * TO_MV_CM:.3f} MV/cm")
print(f"Field ratio alumina/zirconia: {field_al / field_zr:.3f} (no unit)")
print(f"Extra thickness considered: {step:.1f} nm")
print(f"EOT cost if added as zirconia: {cost_zr:.5f} nm")
print(f"EOT cost if added as alumina: {cost_al:.5f} nm")
print(f"Mistaken mean permittivity: {eps_mean:.2f} (no unit)")
print(f"Mistaken EOT from that mean: {eot_mistaken:.4f} nm")
print(f"Mistaken capacitance: {trial_cap * TO_UF_CM2:.3f} uF/cm^2")
print("checks complete")
```

Running it gives:

```
Zirconia thickness: 6.0 nm
Zirconia relative permittivity: 40.0 (no unit)
Alumina thickness: 0.5 nm
Alumina relative permittivity: 9.0 (no unit)
Oxide relative permittivity: 3.9 (no unit)
Zirconia t/eps: 0.15000 nm
Alumina t/eps: 0.05556 nm
Sum of t/eps: 0.20556 nm
EOT part of zirconia (EOT without alumina): 0.5850 nm
EOT part of alumina: 0.2167 nm
EOT of stack, formula: 0.8017 nm
EOT of stack, energy minimization: 0.8017 nm
EOT with alumina in the middle, solved: 0.8017 nm
Capacitance per area: 4.307 uF/cm^2
Total physical thickness: 6.5 nm
Alumina share of thickness: 7.7 %
Alumina share of EOT and voltage: 27.0 %
Effective relative permittivity: 31.62 (no unit)
Bias: 0.5 V
Voltage across alumina: 0.1351 V
Voltage across zirconia: 0.3649 V
Field in zirconia: 0.608 MV/cm
Field in alumina: 2.703 MV/cm
Field ratio alumina/zirconia: 4.444 (no unit)
Extra thickness considered: 0.1 nm
EOT cost if added as zirconia: 0.00975 nm
EOT cost if added as alumina: 0.04333 nm
Mistaken mean permittivity: 37.62 (no unit)
Mistaken EOT from that mean: 0.6739 nm
Mistaken capacitance: 5.124 uF/cm^2
checks complete
```
